# From the Lieb-Oxford constant to kappa = 0.804 in PBE: verification in Python

```python
# Result under test (Hartree atomic units):
#   Lieb-Oxford:  <Vee> - U[n] >= -C * integral n^(4/3),  C = 1.679 (rounded: 1.68)
#   implies the factor C/A relative to unpolarized LDA exchange, and, by spin
#   scaling of exchange, Fx(s) <= C/(2^(1/3) A) for a GGA, hence kappa <= 0.804.
# Symbols: n density, U Hartree energy, A = (3/4)(3/pi)^(1/3) LDA exchange constant,
#   s = |grad n| / (2 (3 pi^2)^(1/3) n^(4/3)), Fx exchange enhancement factor.
from math import comb
import numpy as np
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import spherical_jn
from pyscf import gto, scf, fci, ao2mo, dft

C_LO, C_ROUNDED = 1.679, 1.68
A = 0.75 * (3 / np.pi) ** (1 / 3)
KF1 = (3 * np.pi ** 2) ** (1 / 3)          # Fermi wavevector at n = 1
CBRT2 = 2 ** (1 / 3)
bound_any_spin = C_LO / A
bound_fx = bound_any_spin / CBRT2

# --- LDA exchange constant from the exchange hole of the uniform gas, n = 1
x = np.linspace(0, 2000, 400001)
hole = np.full_like(x, -0.5)
hole[1:] = -0.5 * (3 * spherical_jn(1, x[1:]) / x[1:]) ** 2
A_hole = -2 * np.pi * simpson(x * hole, x=x) / KF1 ** 2
assert abs(A_hole - A) < 2e-6              # cutoff of the integral at x = 2000

print(f"LDA exchange constant A, formula: {A:.6f} (a.u.)")
print(f"LDA exchange constant A, hole quadrature: {A_hole:.6f} (a.u.)")
for c in (C_LO, C_ROUNDED):
    print(f"C = {c}: C/A = {c/A:.4f}, C/(2^(1/3) A) = {c/A/CBRT2:.4f}, "
          f"kappa max = {c/A/CBRT2-1:.4f}")
print(f"2^(1/3) = {CBRT2:.6f};  C/2^(1/3) for C = {C_LO}: {C_LO/CBRT2:.4f}")
assert round(bound_any_spin, 3) == 2.273 and round(bound_fx, 3) == 1.804
assert round(C_ROUNDED / A, 3) != 2.273


def make_grid(mol):
    grid = dft.gen_grid.Grids(mol)
    grid.level = 4
    grid.build()
    return grid.coords, grid.weights


# --- Chain Ex >= Exc >= <Vee>-U >= -C int n^(4/3) for stretched H2, full CI
bond = 4.0
h2 = gto.M(atom=f"H 0 0 0; H 0 0 {bond}", unit="Bohr", basis="cc-pvtz", verbose=0)
mf = scf.RHF(h2).run()
solver = fci.FCI(mf)
energy_fci, civec = solver.kernel()
norb = mf.mo_coeff.shape[1]
assert abs(fci.spin_op.spin_square(civec, norb, (1, 1))[0]) < 1e-4
dm1, dm2 = solver.make_rdm12(civec, norb, (1, 1))
eri = ao2mo.restore(1, ao2mo.kernel(h2, mf.mo_coeff), norb)
vee = 0.5 * np.einsum("pqrs,pqrs", eri, dm2)
dm_ao = mf.mo_coeff @ dm1 @ mf.mo_coeff.T
hartree = 0.5 * np.sum(mf.get_j(h2, dm_ao) * dm_ao)
kinetic = np.sum(h2.intor("int1e_kin") * dm_ao)
coords, weights = make_grid(h2)
ao = dft.numint.eval_ao(h2, coords, deriv=1)
ao_dm = ao[0] @ dm_ao
dens = np.sum(ao_dm * ao[0], axis=1)
grad = np.array([2 * np.sum(ao_dm * ao[k], axis=1) for k in (1, 2, 3)])
assert abs(weights @ dens - 2) < 1e-4
keep = dens > 1e-15
ts = weights[keep] @ (np.sum(grad[:, keep] ** 2, axis=0) / (8 * dens[keep]))
int43 = weights @ np.maximum(dens, 0) ** (4 / 3)
ex = -hartree / 2                          # two-electron singlet
wxc = vee - hartree
exc = wxc + kinetic - ts
assert ex > exc > wxc > -C_LO * int43
print(f"H2, bond {bond} bohr, full CI/cc-pVTZ, total energy: {energy_fci:.5f} hartree")
print(f"  <Vee> = {vee:.5f}, U = {hartree:.5f} hartree")
print(f"  T = {kinetic:.5f}, Ts = {ts:.5f} hartree")
print(f"  Ex = {ex:.5f} hartree")
print(f"  Exc = {exc:.5f} hartree")
print(f"  <Vee>-U = {wxc:.5f} hartree")
print(f"  int n^(4/3) = {int43:.5f} (a.u.), -C int n^(4/3) = {-C_LO*int43:.5f} hartree")
print(f"  (U-<Vee>)/int n^(4/3) = {-wxc/int43:.4f}")

# --- Spin scaling of exact exchange: determinants of nitrogen ROHF orbitals
natom = gto.M(atom="N", spin=3, basis="cc-pvtz", verbose=0)
mfn = scf.ROHF(natom).run()
order = np.argsort(-mfn.mo_occ, kind="stable")[:5]
orbitals = mfn.mo_coeff[:, order]
assert np.allclose(mfn.mo_occ[order], [2, 2, 1, 1, 1])
eri5 = ao2mo.restore(1, ao2mo.kernel(natom, orbitals), 5)
coords, weights = make_grid(natom)
psi2 = (dft.numint.eval_ao(natom, coords) @ orbitals) ** 2


def determinant_exchange(n_up, n_dn):
    """<Vee> - U and int n^(4/3) of the determinant filling the lowest orbitals."""
    ci = np.zeros((comb(5, n_up), comb(5, n_dn)))
    ci[0, 0] = 1
    interaction = fci.direct_spin1.energy(np.zeros((5, 5)), eri5, ci, 5, (n_up, n_dn))
    occ = (np.arange(5) < n_up).astype(float) + (np.arange(5) < n_dn)
    u = 0.5 * np.einsum("i,j,iijj", occ, occ, eri5)
    return interaction - u, weights @ (psi2 @ occ) ** (4 / 3)


ex_n, i_n = determinant_exchange(5, 2)
ex_2up, i_2up = determinant_exchange(5, 5)
ex_2dn, i_2dn = determinant_exchange(2, 2)
assert abs(ex_n - 0.5 * (ex_2up + ex_2dn)) < 1e-8
assert -ex_n / i_n < C_LO
assert max(-ex_2up / i_2up, -ex_2dn / i_2dn) < C_LO / CBRT2
print("N atom, ROHF/cc-pVTZ orbitals, exchange from determinants:")
print(f"  Ex[n_up,n_dn] = {ex_n:.6f} hartree")
print(f"  Ex[2n_up] = {ex_2up:.6f}, Ex[2n_dn] = {ex_2dn:.6f} hartree")
print(f"  half the sum = {0.5*(ex_2up+ex_2dn):.6f} hartree")
print(f"  -Ex/int n^(4/3) for the atom = {-ex_n/i_n:.4f}")
print(f"  Ex/Ex_LDA for 2n_up: {-ex_2up/i_2up/A:.4f}, for 2n_dn: {-ex_2dn/i_2dn/A:.4f}")


# --- GGA enhancement factors taken from libxc at total density n = 1
def fx(code, s):
    s = np.atleast_1d(np.asarray(s, float))
    rho = np.zeros((4, s.size))
    rho[0], rho[1] = 1, 2 * KF1 * s
    return -dft.libxc.eval_xc(code, rho, spin=0, deriv=1)[0] / A


def factor_spin(code, zeta, grad_up, grad_dn):
    """Exchange energy density over that of unpolarized LDA, at n = 1."""
    zeta = np.atleast_1d(np.asarray(zeta, float))
    up, dn = np.zeros((4, zeta.size)), np.zeros((4, zeta.size))
    up[0], up[1] = (1 + zeta) / 2, grad_up
    dn[0], dn[1] = (1 - zeta) / 2, grad_dn
    return -dft.libxc.eval_xc(code, (up, dn), spin=1, deriv=1)[0] / A


PBE, REVPBE = "GGA_X_PBE,", "GGA_X_PBE_R,"
zeta = np.linspace(0, 0.99, 34)
spin_lda = ((1 + zeta) ** (4 / 3) + (1 - zeta) ** (4 / 3)) / 2
assert np.allclose(factor_spin(PBE, zeta, 0, 0), spin_lda, rtol=1e-7)
s_test = np.array([0.5, 3.0, 20.0])
polarized = factor_spin(PBE, np.ones(3), 2 * KF1 * s_test, 0)
assert np.allclose(polarized, CBRT2 * fx(PBE, s_test / CBRT2), rtol=1e-7)

kappa_pbe = fx(PBE, 1e4)[0] - 1
kappa_rev = fx(REVPBE, 1e4)[0] - 1
s_scan = np.linspace(0, 50, 2001)
assert np.all(np.diff(fx(PBE, s_scan)) > 0) and fx(PBE, 1e4)[0] < bound_fx
rng = np.random.default_rng(1)
m = 20000
sample = factor_spin(PBE, rng.uniform(-0.999, 0.999, m),
                     10 ** rng.uniform(-2, 4, m), 10 ** rng.uniform(-2, 4, m))
pbe_limit = factor_spin(PBE, 1.0, 2 * KF1 * 1e4, 0)[0]
assert sample.max() < pbe_limit < bound_any_spin
s_cross = brentq(lambda s: fx(REVPBE, s)[0] - bound_fx, 1, 10)
print(f"kappa from large-s limit: PBE {kappa_pbe:.4f}, revPBE {kappa_rev:.4f}")
print(f"PBE factor, full polarization, s -> infinity: {pbe_limit:.4f}")
print(f"PBE factor, largest of {m} random spin densities: {sample.max():.4f}")
print(f"revPBE passes the local limit {bound_fx:.4f} at s = {s_cross:.3f}")

# --- Necessity: fully polarized n = (1+br)^(-3) exp(-r/L) with two electrons
s_doubled = 4.0                            # reduced gradient of the density 2n
s_const = CBRT2 * s_doubled
b = 2 * KF1 * s_const / 3
r = np.array([0.01, 0.3, 2.0, 10.0])
power_law = lambda r: (1 + b * r) ** -3.0
h = 1e-5 * (r + 1 / b)
slope = np.abs(power_law(r + h) - power_law(r - h)) / (2 * h)
assert np.allclose(slope / (2 * KF1 * power_law(r) ** (4 / 3)), s_const, rtol=1e-6)


def radial(log_bL):
    """Grid t = ln(1+br); returns t, r/L and the volume factor (br)^2/(1+br)^2."""
    t = np.linspace(0, log_bL + np.log(40), 40001)
    return t, np.exp(t - log_bL) - np.exp(-log_bL), (1 - np.exp(-t)) ** 2


def electron_number(log_bL):
    t, r_over_L, vol = radial(log_bL)
    return 4 * np.pi / b ** 3 * simpson(vol * np.exp(-r_over_L), x=t)


log_bL = brentq(lambda y: electron_number(y) - 2, 5, 600)
t, r_over_L, vol = radial(log_bL)
w43 = 4 * np.pi / b ** 3 * vol * np.exp(-t - 4 * r_over_L / 3)
int43_model = simpson(w43, x=t)
assert abs(int43_model / (4 * np.pi / (3 * b ** 3)) - 1) < 1e-6
s_local = s_const * (1 + np.exp(t - log_bL) / 3) * np.exp(r_over_L / 3)
ratio = {}
for name, code in (("PBE", PBE), ("revPBE", REVPBE)):
    local = factor_spin(code, np.ones(t.size), 2 * KF1 * s_local, 0)
    ratio[name] = A * simpson(w43 * local, x=t) / int43_model
    assert abs(ratio[name] - CBRT2 * A * fx(code, s_doubled)[0]) < 1e-5
assert ratio["PBE"] < C_LO < C_ROUNDED < ratio["revPBE"]
print("Fully polarized density (1+br)^(-3) exp(-r/L):")
print(f"  s[n] = {s_const:.4f}, s[2n] = {s_doubled:.4f}, b = {b:.4f} (a.u.)")
print(f"  electrons: {electron_number(log_bL):.6f}, log10(bL) = {log_bL/np.log(10):.2f}")
print(f"  int n^(4/3) = {int43_model:.6e} (a.u.)")
for name, code in (("PBE", PBE), ("revPBE", REVPBE)):
    print(f"  {name}: Fx(s[2n]) = {fx(code, s_doubled)[0]:.4f}, "
          f"-Ex/int n^(4/3) = {ratio[name]:.4f}")
print("all assertions hold")
```

Output:

```
LDA exchange constant A, formula: 0.738559 (a.u.)
LDA exchange constant A, hole quadrature: 0.738559 (a.u.)
C = 1.679: C/A = 2.2733, C/(2^(1/3) A) = 1.8044, kappa max = 0.8044
C = 1.68: C/A = 2.2747, C/(2^(1/3) A) = 1.8054, kappa max = 0.8054
2^(1/3) = 1.259921;  C/2^(1/3) for C = 1.679: 1.3326
H2, bond 4.0 bohr, full CI/cc-pVTZ, total energy: -1.01485 hartree
  <Vee> = 0.26377, U = 0.86589 hartree
  T = 0.93045, Ts = 0.89417 hartree
  Ex = -0.43295 hartree
  Exc = -0.56584 hartree
  <Vee>-U = -0.60212 hartree
  int n^(4/3) = 0.57115 (a.u.), -C int n^(4/3) = -0.95897 hartree
  (U-<Vee>)/int n^(4/3) = 1.0542
N atom, ROHF/cc-pVTZ orbitals, exchange from determinants:
  Ex[n_up,n_dn] = -6.598314 hartree
  Ex[2n_up] = -8.259738, Ex[2n_dn] = -4.936891 hartree
  half the sum = -6.598314 hartree
  -Ex/int n^(4/3) for the atom = 0.8478
  Ex/Ex_LDA for 2n_up: 1.1014, for 2n_dn: 1.1512
kappa from large-s limit: PBE 0.8040, revPBE 1.2450
PBE factor, full polarization, s -> infinity: 2.2729
PBE factor, largest of 20000 random spin densities: 2.2710
revPBE passes the local limit 1.8044 at s = 3.218
Fully polarized density (1+br)^(-3) exp(-r/L):
  s[n] = 5.0397, s[2n] = 4.0000, b = 10.3941 (a.u.)
  electrons: 2.000000, log10(bL) = 78.52
  int n^(4/3) = 3.730194e-03 (a.u.)
  PBE: Fx(s[2n]) = 1.6542, -Ex/int n^(4/3) = 1.5393
  revPBE: Fx(s[2n]) = 1.9192, -Ex/int n^(4/3) = 1.7858
all assertions hold
```
